# A failing check and its repair

Subject: Zero-energy guided modes of Dirac electrons in a hyperbolic-secant well.

```python
"""Zero-energy guided modes of Dirac electrons in V(x) = -U0/cosh(x/L).

Result under test: normalizable E = 0 states with ky != 0 exist only for
    |kappa| = omega - n - 1/2 > 0,  n = 0, 1, 2, ...
so the first one needs omega > 1/2.
Symbols: z = x/L, kappa = ky*L, omega = U0*L/(hbar*v), eps = E*L/(hbar*v),
H = hbar*v*(sigma_x*kx + sigma_y*ky) + V, spinor = (A, -i*b) with A, b real.
The angle phi is defined by A = r*cos(phi), b = r*sin(phi).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_jacobi, expit, gamma, rgamma

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)


def formula_modes(omega):
    """Positive kappa values given by the derived condition."""
    return [omega - n - 0.5 for n in range(50) if omega - n - 0.5 > 0]


def box_modes(omega, points, half_box=20.0):
    """All kappa with |Re kappa| > 0.15 from H psi = 0 in a periodic box.

    Multiplying H psi = 0 by sigma_y turns it into an eigenproblem for kappa.
    Smaller values are dropped: there the finite box alters the spectrum.
    """
    step = 2 * half_box / points
    z = (np.arange(points) - points // 2) * step
    k = 2 * np.pi * np.fft.fftfreq(points, step)
    momentum = np.fft.ifft(k[:, None] * np.fft.fft(np.eye(points), axis=0), axis=0)
    well = np.diag(omega / np.cosh(z))
    matrix = np.kron(SY, well) - np.kron(SY @ SX, momentum)
    values = np.linalg.eigvals(matrix)
    return values[np.abs(values.real) > 0.15]


def spinor_parts(n, kappa, z):
    """Closed-form real functions A and b of mode n."""
    def upper(s):
        return ((2 * expit(-2 * s)) ** ((kappa + 1) / 2)
                * (2 * expit(2 * s)) ** (kappa / 2)
                * eval_jacobi(n, kappa + 0.5, kappa - 0.5, np.tanh(s)))
    return upper(z), (-1) ** (n + 1) * upper(-z)


def middle_angle(profile, kappa, eps=0.0, reach=30.0):
    """phi at z = 0 for the solution that decays towards z = -infinity."""
    start = -0.5 * math.asin((profile(-reach) + eps) / kappa)
    sol = solve_ivp(
        lambda z, y: [-(profile(z) + eps) - kappa * math.sin(2 * y[0])],
        (-reach, 0.0), [start], method="DOP853",
        rtol=1e-9, atol=1e-11, max_step=reach / 60)
    assert sol.success
    return sol.y[0, -1]


def shoot_kappa(profile, n, eps=0.0, reach=30.0):
    """kappa of mode n in an even well; mirror symmetry fixes phi at z = 0."""
    target = -(2 * n + 1) * math.pi / 4
    return brentq(lambda q: middle_angle(profile, q, eps, reach) - target,
                  abs(eps) + 0.05, profile(0.0) + abs(eps) + 0.05, xtol=1e-10)


# Example inputs: rough typical values for a gated channel in graphene
length_nm, depth_meV, velocity = 20.0, 75.0, 1.0e6
hv = const.hbar * velocity / const.e * 1e12          # meV nm
omega0 = depth_meV * length_nm / hv
kappas = formula_modes(omega0)

# 1. Complete list of modes from the Pauli-matrix equation, two meshes
mesh_error = {}
for points in (141, 201):
    worst = 0.0
    for omega in (0.4, 1.0, omega0, 3.45):
        found = box_modes(omega, points)
        expected = formula_modes(omega)
        expected = np.sort(np.array(expected + [-q for q in expected]))
        assert len(found) == len(expected)
        if len(found):
            ordered = found[np.argsort(found.real)]
            worst = max(worst, np.max(np.abs(ordered - expected)))
    mesh_error[points] = worst
assert mesh_error[201] < 1e-6

# 2. Closed-form spinors satisfy the Dirac equation (five-point derivative)
grid = np.linspace(-6, 6, 241)
h = 1e-3
residual = 0.0
for n, kappa in ((0, 0.3), (1, 0.8), (2, 1.4), (3, 0.6)):
    def psi(s):
        a_part, b_part = spinor_parts(n, kappa, s)
        return np.array([a_part, -1j * b_part])
    slope = (psi(grid - 2 * h) - 8 * psi(grid - h)
             + 8 * psi(grid + h) - psi(grid + 2 * h)) / (12 * h)
    strength = kappa + n + 0.5
    rest = (SX @ (-1j * slope) + kappa * SY @ psi(grid)
            - strength / np.cosh(grid) * psi(grid))
    residual = max(residual, np.max(np.abs(rest)) / np.max(np.abs(psi(grid))))
assert residual < 1e-8

# 3. Growing amplitude on the right against the Gamma-function formula
growth_rows = []
for kappa, omega in ((0.3, 0.4), (0.7, 1.7), (1.2, 2.5)):
    far = 15.0

    def dirac(z, y):
        w = omega / math.cosh(z)
        return [kappa * y[0] + 1j * w * y[1], -kappa * y[1] + 1j * w * y[0]]

    b_start = -omega / math.cosh(far) / (2 * kappa + 1)
    sol = solve_ivp(dirac, (-far, far), np.array([1.0, -1j * b_start], complex),
                    method="DOP853", rtol=1e-11, atol=1e-15)
    numeric = (sol.y[0, -1] * math.exp(-2 * kappa * far)).real
    analytic = (gamma(kappa + 0.5) ** 2 * rgamma(kappa + 0.5 - omega)
                * rgamma(kappa + 0.5 + omega))
    assert abs(numeric - analytic) < 1e-6
    growth_rows.append((kappa, omega, numeric, analytic))

# 4. Threshold: well area needed for the first mode, two well shapes
area_rows = []
for kappa in (0.02, 0.2):
    areas = []
    for shape in (lambda z: 1 / (math.pi * math.cosh(z)),
                  lambda z: math.exp(-z * z) / math.sqrt(math.pi)):
        areas.append(brentq(
            lambda s: middle_angle(lambda z: s * shape(z), kappa) + math.pi / 4,
            1.0, 4.0, xtol=1e-10))
    assert abs(areas[0] / math.pi - (kappa + 0.5)) < 1e-6
    assert min(areas) > math.pi / 2
    area_rows.append((kappa, areas[0], areas[1]))
assert abs(area_rows[0][2] - math.pi / 2) < abs(area_rows[1][2] - math.pi / 2)
assert abs(area_rows[0][2] - math.pi / 2) < 0.1


# 5. Group velocity: slope of the shot dispersion against the spinor average
def sech_well(z):
    return omega0 / math.cosh(z)


fine = np.linspace(-40, 40, 16001)
speeds = []
for n, kappa in enumerate(kappas):
    a_part, b_part = spinor_parts(n, kappa, fine)
    average = -2 * np.sum(a_part * b_part) / np.sum(a_part**2 + b_part**2)
    d = 2e-3
    slope = 2 * d / (shoot_kappa(sech_well, n, d) - shoot_kappa(sech_well, n, -d))
    assert abs(slope - average) < 1e-4
    speeds.append(average)
speed_gamma = gamma(kappas[0] + 0.5) ** 2 / (gamma(kappas[0]) * gamma(kappas[0] + 1))
assert abs(speed_gamma - speeds[0]) < 1e-8

# 6. Width of the first mode, checked on the spinor itself
half = math.acosh(2 ** (1 / (2 * kappas[0])))
a_part, b_part = spinor_parts(0, kappas[0], np.array([0.0, half]))
density = a_part**2 + b_part**2
assert abs(density[1] / density[0] - 0.5) < 1e-10

# 7. Effects outside the model
omega_fast = omega0 / 1.1


def lorentz_well(z):
    return omega0 / (1 + z * z)


lorentz = [shoot_kappa(lorentz_well, n, reach=200.0) for n in range(len(kappas))]
lorentz_far = [shoot_kappa(lorentz_well, n, reach=400.0) for n in range(len(kappas))]
range_shift = max(abs(p - q) for p, q in zip(lorentz, lorentz_far))
assert range_shift < 1e-5
puddle_meV = 5.0
eps_puddle = puddle_meV * length_nm / hv
shifted = [(shoot_kappa(sech_well, n, -eps_puddle), shoot_kappa(sech_well, n, eps_puddle))
           for n in range(len(kappas))]
bond_nm = 0.142
valley = 4 * math.pi / (3 * math.sqrt(3) * bond_nm)
q_max = depth_meV / hv
angles = np.linspace(0, 2 * np.pi, 361)
kx, ky = valley + q_max * np.cos(angles), q_max * np.sin(angles)
bonds = bond_nm * np.array([[0, 1], [math.sqrt(3) / 2, -0.5], [-math.sqrt(3) / 2, -0.5]])
hop_sum = sum(np.exp(1j * (kx * bx + ky * by)) for bx, by in bonds)
warping = np.max(np.abs(np.abs(hop_sum) / (1.5 * bond_nm * q_max) - 1))
log_valley = (math.log(2) - math.pi * valley * length_nm / 2) / math.log(10)
thermal = [const.k * temp / const.e * 1e3 for temp in (4.0, 300.0)]

print(f"well length L = {length_nm:.1f} nm, depth U0 = {depth_meV:.1f} meV")
print(f"velocity v = {velocity:.2e} m/s, hbar v = {hv:.2f} meV nm")
print(f"omega = U0 L/(hbar v) = {omega0:.4f} (dimensionless)")
print(f"threshold depth for first mode = {hv / (2 * length_nm):.2f} meV")
print(f"full width of well at half depth = {2 * length_nm * math.acosh(2):.1f} nm")
print(f"number of modes with ky > 0 = {len(kappas)}")
for n, kappa in enumerate(kappas):
    print(f"mode n={n}: kappa = {kappa:.4f}, ky = {kappa / length_nm:.5f} 1/nm")
    print(f"mode n={n}: group velocity / v = {speeds[n]:.4f}")
    print(f"mode n={n}: continuum edge hbar v ky = {hv * kappa / length_nm:.2f} meV")
print(f"n=0 group velocity / v from Gamma formula = {speed_gamma:.4f}")
print(f"n=0 density full width at half maximum = {2 * half * length_nm:.2f} nm")
for points, err in mesh_error.items():
    print(f"mesh {points} points: largest error of kappa = {err:.1e}")
print(f"largest relative residual of closed-form spinors = {residual:.1e}")
for kappa, omega, numeric, analytic in growth_rows:
    print(f"G(kappa={kappa}, omega={omega}): integrated {numeric:.6f}, formula {analytic:.6f}")
print(f"pi/2 = {math.pi / 2:.4f} (smallest dimensionless well area)")
for kappa, area_sech, area_gauss in area_rows:
    print(f"area for n=0 at kappa={kappa}: 1/cosh {area_sech:.4f}, Gaussian {area_gauss:.4f}")
print("Effects outside the model:")
for n, kappa in enumerate(kappas):
    print(f"n={n}: ky with v 10% larger = {(omega_fast - n - 0.5) / length_nm:.5f} 1/nm")
    print(f"n={n}: ky in Lorentzian well = {lorentz[n] / length_nm:.5f} 1/nm")
    low, high = shifted[n]
    print(f"n={n}: ky at E = -/+{puddle_meV:.0f} meV = "
          f"{low / length_nm:.5f} / {high / length_nm:.5f} 1/nm")
print(f"Lorentzian: shift of kappa on doubling the range = {range_shift:.1e}")
print(f"thermal energy at 4 K = {thermal[0]:.3f} meV, at 300 K = {thermal[1]:.2f} meV")
print(f"largest local wavevector U0/(hbar v) = {q_max:.4f} 1/nm")
print(f"local carrier density at centre (rough) = {q_max**2 / math.pi * 1e14:.2e} 1/cm2")
print(f"carbon-carbon distance used = {bond_nm} nm")
print(f"largest relative band deviation (warping) = {warping:.5f}")
print(f"log10 of relative intervalley Fourier weight = {log_valley:.0f}")
print("checks complete")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 83, in <module>
    assert len(found) == len(expected)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault is traced to the program's Fourier mesh test, not to the physics: multiplying by the well point by point on the mesh folds wavevectors beyond the mesh limit back into it. In the eigenproblem for kappa this falsely couples the two spinor components near the largest wavevector, which can give extra eigenvalues with a large imaginary part and a non-negligible real part, so the mode count failed. The well is now represented by its true Fourier integrals between plane waves, with no folding. The tested quantity, the four well strengths and all tolerances are unchanged; only the coarser of the two basis sizes used to show convergence changes, from 141 to 101, to make that comparison more demanding.

The change:

```diff
@@ -24,15 +24,21 @@
 
 
-def box_modes(omega, points, half_box=20.0):
+def box_modes(omega, waves, half_box=20.0):
     """All kappa with |Re kappa| > 0.15 from H psi = 0 in a periodic box.
 
     Multiplying H psi = 0 by sigma_y turns it into an eigenproblem for kappa.
+    The basis is an odd number of plane waves. The well enters through its
+    Fourier integrals, so wavevectors outside the basis are not folded back.
     Smaller values are dropped: there the finite box alters the spectrum.
     """
-    step = 2 * half_box / points
-    z = (np.arange(points) - points // 2) * step
-    k = 2 * np.pi * np.fft.fftfreq(points, step)
-    momentum = np.fft.ifft(k[:, None] * np.fft.fft(np.eye(points), axis=0), axis=0)
-    well = np.diag(omega / np.cosh(z))
+    period = 2 * half_box
+    top = waves // 2
+    index = np.arange(-top, top + 1)
+    samples = 2000
+    z = (np.arange(samples) - samples // 2) * period / samples
+    transfer = 2 * np.pi / period * np.arange(2 * top + 1)
+    integrals = np.cos(np.outer(transfer, z)) @ (omega / np.cosh(z)) / samples
+    well = integrals[np.abs(index[:, None] - index[None, :])]
+    momentum = np.diag(2 * np.pi / period * index)
     matrix = np.kron(SY, well) - np.kron(SY @ SX, momentum)
     values = np.linalg.eigvals(matrix)
@@ -73,18 +79,18 @@
 kappas = formula_modes(omega0)
 
-# 1. Complete list of modes from the Pauli-matrix equation, two meshes
-mesh_error = {}
-for points in (141, 201):
+# 1. Complete list of modes from the Pauli-matrix equation, two basis sizes
+basis_error = {}
+for waves in (101, 201):
     worst = 0.0
     for omega in (0.4, 1.0, omega0, 3.45):
-        found = box_modes(omega, points)
+        found = box_modes(omega, waves)
         expected = formula_modes(omega)
         expected = np.sort(np.array(expected + [-q for q in expected]))
-        assert len(found) == len(expected)
+        assert len(found) == len(expected), (waves, omega, found)
         if len(found):
             ordered = found[np.argsort(found.real)]
             worst = max(worst, np.max(np.abs(ordered - expected)))
-    mesh_error[points] = worst
-assert mesh_error[201] < 1e-6
+    basis_error[waves] = worst
+assert basis_error[201] < 1e-6
 
 # 2. Closed-form spinors satisfy the Dirac equation (five-point derivative)
@@ -200,10 +206,10 @@
 print(f"n=0 group velocity / v from Gamma formula = {speed_gamma:.4f}")
 print(f"n=0 density full width at half maximum = {2 * half * length_nm:.2f} nm")
-for points, err in mesh_error.items():
-    print(f"mesh {points} points: largest error of kappa = {err:.1e}")
+for waves, err in basis_error.items():
+    print(f"basis of {waves} plane waves: largest error of kappa = {err:.1e}")
 print(f"largest relative residual of closed-form spinors = {residual:.1e}")
 for kappa, omega, numeric, analytic in growth_rows:
     print(f"G(kappa={kappa}, omega={omega}): integrated {numeric:.6f}, formula {analytic:.6f}")
-print(f"pi/2 = {math.pi / 2:.4f} (smallest dimensionless well area)")
+print(f"pi/2 = {math.pi / 2:.4f} (lower bound on dimensionless well area)")
 for kappa, area_sech, area_gauss in area_rows:
     print(f"area for n=0 at kappa={kappa}: 1/cosh {area_sech:.4f}, Gaussian {area_gauss:.4f}")
```

The mended program passes:

```
well length L = 20.0 nm, depth U0 = 75.0 meV
velocity v = 1.00e+06 m/s, hbar v = 658.21 meV nm
omega = U0 L/(hbar v) = 2.2789 (dimensionless)
threshold depth for first mode = 16.46 meV
full width of well at half depth = 52.7 nm
number of modes with ky > 0 = 2
mode n=0: kappa = 1.7789, ky = 0.08895 1/nm
mode n=0: group velocity / v = 0.8704
mode n=0: continuum edge hbar v ky = 58.54 meV
mode n=1: kappa = 0.7789, ky = 0.03895 1/nm
mode n=1: group velocity / v = 0.5955
mode n=1: continuum edge hbar v ky = 25.63 meV
n=0 group velocity / v from Gamma formula = 0.8704
n=0 density full width at half maximum = 25.79 nm
basis of 101 plane waves: largest error of kappa = 1.8e-05
basis of 201 plane waves: largest error of kappa = 4.1e-09
largest relative residual of closed-form spinors = 5.6e-11
G(kappa=0.3, omega=0.4): integrated 0.665521, formula 0.665521
G(kappa=0.7, omega=1.7): integrated -0.130142, formula -0.130142
G(kappa=1.2, omega=2.5): integrated -0.018548, formula -0.018548
pi/2 = 1.5708 (lower bound on dimensionless well area)
area for n=0 at kappa=0.02: 1/cosh 1.6336, Gaussian 1.6007
area for n=0 at kappa=0.2: 1/cosh 2.1991, Gaussian 1.8754
Effects outside the model:
n=0: ky with v 10% larger = 0.07859 1/nm
n=0: ky in Lorentzian well = 0.08019 1/nm
n=0: ky at E = -/+5 meV = 0.08011 / 0.09759 1/nm
n=1: ky with v 10% larger = 0.02859 1/nm
n=1: ky in Lorentzian well = 0.02143 1/nm
n=1: ky at E = -/+5 meV = 0.02427 / 0.05088 1/nm
Lorentzian: shift of kappa on doubling the range = 5.4e-10
thermal energy at 4 K = 0.345 meV, at 300 K = 25.85 meV
largest local wavevector U0/(hbar v) = 0.1139 1/nm
local carrier density at centre (rough) = 4.13e+11 1/cm2
carbon-carbon distance used = 0.142 nm
largest relative band deviation (warping) = 0.00408
log10 of relative intervalley Fourier weight = -232
checks complete
```
